\section*{Question: phonons along [100] in an fcc lattice of springs}

I am stuck on the following exercise. Identical atoms of mass $M$ sit on an fcc lattice with cube edge $a$, and each atom is tied to its nearest neighbours by central springs of constant $K$. I have to derive the dispersion for a wave vector along [100] and show that at the X point $\omega^2=8K/M$ for the longitudinal mode and $\omega^2=4K/M$ for the transverse modes.

I copied the equation of the linear chain and wrote the force on an atom as $K\sum(\mathbf u_{\rm neighbour}-\mathbf u)$ over the twelve neighbours. For $\mathbf k=(k,0,0)$ four neighbours move in phase with the atom and eight have the phase $e^{\pm ika/2}$, so I find $\omega^2=(16K/M)\sin^2(ka/4)$ for all three polarizations. There is no difference between longitudinal and transverse waves, and the maximum matches neither of the two values. I am also unsure where X is. For a chain the zone ends at $\pi/a$, but my sine is still rising there. What does ``central'' change in the equation of motion, where is X, and is there a way to see the factor of two without trusting a $3\times3$ matrix?

\section*{Answer}

Your phase factors are right. The force law is the part to repair: a central spring at its rest length resists only the component of the relative displacement along the bond, so each bond enters with a direction-dependent weight. The zone boundary along [100] is at $k=2\pi/a$: the atomic planes normal to $x$ are $a/2$ apart, so the shortest reciprocal vector along $x$ has length $4\pi/a$, and, as checked below, no bisecting plane of another reciprocal vector cuts the line closer to the origin than the midpoint of this one.

\subsection*{The model}

The fcc sites are $\mathbf r=(a/2)(n_1,n_2,n_3)$ with integers $n_i$ whose sum is even. The shortest vectors allowed by that rule have $n_1^2+n_2^2+n_3^2=2$, since the value $1$ would need an odd sum. This gives twelve neighbours,
\begin{equation}
\mathbf R=\tfrac a2(\pm1,\pm1,0),\qquad \tfrac a2(\pm1,0,\pm1),\qquad \tfrac a2(0,\pm1,\pm1),
\end{equation}
all at the distance $d=a/\sqrt2$. I write $\mathbf n=\mathbf R/d$ for the unit vector along a bond; its two nonzero components are $\pm1/\sqrt2$.

A central spring has an energy that depends only on the distance $r$ between its two atoms, $V=\tfrac12K(r-l_0)^2$, and each bond is counted once in the total energy. The exercise leaves one assumption unsaid: the springs are unstressed in the perfect crystal, $l_0=d$. I keep $l_0$ general for one step, because the extra term explains your result. Displacements are small compared with $d$ and the energy is kept to second order in them (the harmonic approximation).

\subsection*{Energy of one bond to second order}

Let the atoms at $\mathbf r$ and $\mathbf r+\mathbf R$ be displaced, and let $\boldsymbol\delta=\mathbf u(\mathbf r+\mathbf R)-\mathbf u(\mathbf r)$. The bond vector becomes $d\,\mathbf n+\boldsymbol\delta$, so
\begin{equation}
r^2=d^2+2d\,\mathbf n\cdot\boldsymbol\delta+\delta^2=d^2(1+\epsilon),\qquad
\epsilon=\frac{2\,\mathbf n\cdot\boldsymbol\delta}{d}+\frac{\delta^2}{d^2}.
\end{equation}
Use $\sqrt{1+\epsilon}=1+\epsilon/2-\epsilon^2/8+\dots$. To second order in $\boldsymbol\delta$, only the first part of $\epsilon$ matters in $\epsilon^2$, which gives $\epsilon^2/8=(\mathbf n\cdot\boldsymbol\delta)^2/(2d^2)$. Therefore
\begin{equation}
r=d+\mathbf n\cdot\boldsymbol\delta+\frac{\delta^2-(\mathbf n\cdot\boldsymbol\delta)^2}{2d}+O(\delta^3/d^2).
\end{equation}
The combination $\delta^2-(\mathbf n\cdot\boldsymbol\delta)^2$ is the square of the part of $\boldsymbol\delta$ perpendicular to the bond. A parallel displacement changes the length at first order and a perpendicular one only at second order. Write $r-l_0=(d-l_0)+(r-d)$ and square:
\begin{align}
V&=\tfrac12K(d-l_0)^2+K(d-l_0)(r-d)+\tfrac12K(r-d)^2\nonumber\\
&=\tfrac12K(d-l_0)^2+K(d-l_0)\,\mathbf n\cdot\boldsymbol\delta
+\tfrac12\,t\left[\delta^2-(\mathbf n\cdot\boldsymbol\delta)^2\right]+\tfrac12K(\mathbf n\cdot\boldsymbol\delta)^2+O(\delta^3),
\end{align}
where $t=K(d-l_0)/d=K(1-l_0/d)$ is the static tension of the spring divided by the bond length. The first term is a constant. The second gives a constant force $K(d-l_0)\mathbf n$ on the atom at $\mathbf r$, and this cancels against the force from the bond $-\mathbf R$, so the perfect lattice is in equilibrium at fixed $a$. The quadratic part is $\tfrac12\boldsymbol\delta^{T}\Phi\,\boldsymbol\delta$ with
\begin{equation}
\Phi(\mathbf R)=K\,\mathbf n\mathbf n^{T}+t\,(1-\mathbf n\mathbf n^{T}),
\label{eq:phi}
\end{equation}
where $\mathbf n\mathbf n^T$ is the matrix with elements $n_\alpha n_\beta$, the projector on the bond direction. For unstressed springs $t=0$ and $\Phi=K\mathbf n\mathbf n^T$. This holds from here on unless stated otherwise.

\subsection*{Equation of motion and dynamical matrix}

The displacement $\mathbf u(\mathbf r)$ appears in the twelve bonds that end on $\mathbf r$. Because $\Phi(-\mathbf R)=\Phi(\mathbf R)$ and the quadratic energy is even in $\boldsymbol\delta$, it does not matter which end of a bond is called the first, and all twelve can be written with $\boldsymbol\delta=\mathbf u(\mathbf r+\mathbf R)-\mathbf u(\mathbf r)$. The gradient of $\tfrac12\boldsymbol\delta^T\Phi\boldsymbol\delta$ with respect to $\boldsymbol\delta$ is $\Phi\boldsymbol\delta$, since $\Phi$ is symmetric. The derivative of $\boldsymbol\delta$ with respect to $\mathbf u(\mathbf r)$ is $-1$, and the force is minus the gradient, so the two signs cancel:
\begin{equation}
M\ddot{\mathbf u}(\mathbf r)=K\sum_{\mathbf R}\mathbf n\mathbf n^T\left[\mathbf u(\mathbf r+\mathbf R)-\mathbf u(\mathbf r)\right].
\label{eq:eom}
\end{equation}
The sign is sensible: if the neighbour moves away along $\mathbf n$, the atom is pulled along $\mathbf n$. Your equation is this one with the projector replaced by the unit matrix.

The equation is linear with real coefficients, so we may use a complex trial solution and take its real part at the end. Put $\mathbf u(\mathbf r,\tau)=\mathbf e\,e^{i(\mathbf k\cdot\mathbf r-\omega \tau)}$, with $\tau$ the time. Then $\ddot{\mathbf u}=-\omega^2\mathbf u$ and $\mathbf u(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\mathbf u(\mathbf r)$. Dividing out the common exponential and changing the sign of both sides,
\begin{equation}
M\omega^2\mathbf e=K\sum_{\mathbf R}\left(1-e^{i\mathbf k\cdot\mathbf R}\right)\mathbf n\mathbf n^T\mathbf e .
\end{equation}
In $1-e^{i\mathbf k\cdot\mathbf R}=1-\cos\mathbf k\cdot\mathbf R-i\sin\mathbf k\cdot\mathbf R$ the sine is odd in $\mathbf R$ while $\mathbf n\mathbf n^T$ is even, so the sine terms of $\mathbf R$ and $-\mathbf R$ cancel. What remains is
\begin{equation}
\omega^2\mathbf e=D(\mathbf k)\,\mathbf e,\qquad
D(\mathbf k)=\frac KM\sum_{\mathbf R}\left(1-\cos\mathbf k\cdot\mathbf R\right)\mathbf n\mathbf n^T .
\label{eq:D}
\end{equation}
The matrix $D$ is real and symmetric, so at each $\mathbf k$ there are three real eigenvalues $\omega^2$ with orthogonal polarizations. They cannot be negative, because $\mathbf e^TD\mathbf e=(K/M)\sum(1-\cos\mathbf k\cdot\mathbf R)(\mathbf n\cdot\mathbf e)^2$ is a sum of non-negative terms.

\subsection*{The direction [100]}

For $\mathbf k=(k,0,0)$ we have $\mathbf k\cdot\mathbf R=kR_x$ with $R_x=0$ or $\pm a/2$. The four bonds $(a/2)(0,\pm1,\pm1)$ have $1-\cos0=0$ and drop out; they join atoms of the same (100) plane, which move together. The other eight share the factor
\begin{equation}
1-\cos\frac{ka}{2}=2\sin^2\frac{ka}{4},
\end{equation}
which can be taken out of the sum. With $s,s'=\pm1$, the projectors of the two remaining families are
\begin{equation}
\mathbf n=\frac{(s,s',0)}{\sqrt2}:\ \ \frac12\begin{pmatrix}1&ss'&0\\ ss'&1&0\\0&0&0\end{pmatrix},
\qquad
\mathbf n=\frac{(s,0,s')}{\sqrt2}:\ \ \frac12\begin{pmatrix}1&0&ss'\\0&0&0\\ ss'&0&1\end{pmatrix}.
\end{equation}
Each family has four members. The product $ss'$ is $+1$ for two of them and $-1$ for the other two, so the off-diagonal elements sum to zero, while each nonzero diagonal element adds up to $4\times\tfrac12=2$:
\begin{equation}
\sum_{8\ \rm bonds}\mathbf n\mathbf n^T=\mathrm{diag}(2,2,0)+\mathrm{diag}(2,0,2)=\mathrm{diag}(4,2,2).
\label{eq:sum}
\end{equation}
The trace is $8$, as it must be for eight projectors of trace one. In your version each of the three directions received the full $8$; with central springs the total of $8$ is shared among them as $4+2+2$. Then
\begin{equation}
D(k,0,0)=\frac{2K}{M}\sin^2\frac{ka}{4}\;\mathrm{diag}(4,2,2).
\end{equation}
The matrix is already diagonal, so the eigenvectors are $\hat{\mathbf x}$, which is parallel to $\mathbf k$ (longitudinal), and $\hat{\mathbf y}$, $\hat{\mathbf z}$ (transverse):
\begin{equation}
\omega_L^2(k)=\frac{8K}{M}\sin^2\frac{ka}{4},\qquad
\omega_T^2(k)=\frac{4K}{M}\sin^2\frac{ka}{4}\quad(\text{twofold}).
\label{eq:disp}
\end{equation}
In this model the ratio $\omega_L^2/\omega_T^2=2$ holds at every $k$ on the line.

\subsection*{Where X is}

X is the point where the [100] line leaves the first Brillouin zone. A reciprocal vector $\mathbf G$ satisfies $e^{i\mathbf G\cdot\mathbf r}=1$ on all sites, and it is enough to impose this on the primitive vectors $(a/2)(0,1,1)$, $(a/2)(1,0,1)$, $(a/2)(1,1,0)$. Write $\mathbf G=(2\pi/a)(g_1,g_2,g_3)$. The three scalar products are $\pi(g_2+g_3)$, $\pi(g_1+g_3)$ and $\pi(g_1+g_2)$, so the three sums must be even integers. Then $g_1=\tfrac12[(g_1+g_2)+(g_1+g_3)-(g_2+g_3)]$ is half of an even integer, hence an integer, and likewise $g_2$ and $g_3$. Even pairwise sums mean that the $g_i$ are all even or all odd. In particular $(1,0,0)$ is excluded, and the shortest reciprocal vector along $x$ is $(2,0,0)$, that is $\mathbf G_0=(4\pi/a,0,0)$.

A point $\mathbf k$ lies in the first zone if $|\mathbf k|\le|\mathbf k-\mathbf G|$ for all $\mathbf G$. Squaring gives $2\mathbf k\cdot\mathbf G\le G^2$. For $\mathbf k=(2\pi/a)(\xi,0,0)$ with $\xi>0$ this reads $2\xi g_1\le g_1^2+g_2^2+g_3^2$, which restricts $\xi$ only when $g_1>0$. If the $g_i$ are all even, then $g_1\ge2$ and the limit $(g_1^2+g_2^2+g_3^2)/(2g_1)$ is at least $g_1/2\ge1$, with equality for $(2,0,0)$. If they are all odd, then $g_2^2+g_3^2\ge2$ and the limit is at least $g_1/2+1/g_1$, which equals $3/2$ for $g_1=1$ and exceeds $3/2$ for $g_1\ge3$. The tightest condition is $\xi\le1$, so
\begin{equation}
\mathbf k_X=\tfrac12\mathbf G_0=\left(\frac{2\pi}{a},0,0\right).
\end{equation}
There $ka/4=\pi/2$, the sine equals one, and Eq.~\eqref{eq:disp} gives
\begin{equation}
\omega_L^2(X)=\frac{8K}{M},\qquad \omega_T^2(X)=\frac{4K}{M}.
\end{equation}
The phase of the site $(a/2)(n_1,n_2,n_3)$ is $e^{i\pi n_1}=(-1)^{n_1}$: successive (100) planes move in opposite directions. For $0<k<2\pi/a$ the group velocity of either branch is $d\omega/dk=(a/4)\,\omega(X)\cos(ka/4)$, which goes to zero at X, so the mode is a standing wave. The chain rule ``the zone ends at $\pi$ over the spacing'' does hold here, with the spacing $a/2$. The point $k=\pi/a$ is only halfway; there $\sin^2(\pi/4)=\tfrac12$ and the squared frequencies are $4K/M$ and $2K/M$.

\subsection*{The factor of two without the matrix}

For $\mathbf k$ along $x$ each plane $x=pa/2$, with $p$ an integer, moves as a rigid sheet with displacement $U_p$. An atom in plane $p$ has four bonds to plane $p+1$, along $(1,\pm1,0)/\sqrt2$ and $(1,0,\pm1)/\sqrt2$. Let $\Delta=U_{p+1}-U_p$.

For motion along $x$, every one of the four bonds has $n_x=1/\sqrt2$ and is stretched by $\Delta/\sqrt2$. The force $K\Delta/\sqrt2$ acts along the bond, and its $x$ component is $K\Delta/2$. The cosine of the bond angle enters twice, once in the stretch and once in the projection of the force. The $y$ and $z$ components cancel between the partners $\pm1$. Four bonds give $\kappa_L\Delta$ with $\kappa_L=4\times K/2=2K$.

For motion along $y$, the bonds $(1,0,\pm1)/\sqrt2$ are perpendicular to the displacement and keep their length to first order. The bond $(1,1,0)/\sqrt2$ is stretched by $\Delta/\sqrt2$ and the bond $(1,-1,0)/\sqrt2$ by $-\Delta/\sqrt2$. Multiplying each by $K n_y$ gives $+K\Delta/2$ twice, while the $x$ components $\pm K\Delta/2$ cancel. Hence $\kappa_T=2\times K/2=K$.

The bonds to plane $p-1$ act in the same way, so each atom obeys the equation of a chain of spacing $a/2$,
\begin{equation}
M\ddot U_p=\kappa\,(U_{p+1}-U_p)+\kappa\,(U_{p-1}-U_p).
\end{equation}
With $U_p\propto e^{i(kpa/2-\omega\tau)}$ this becomes $M\omega^2=\kappa(2-e^{ika/2}-e^{-ika/2})=2\kappa[1-\cos(ka/2)]=4\kappa\sin^2(ka/4)$, and $\kappa_L=2K$, $\kappa_T=K$ reproduce Eq.~\eqref{eq:disp}. The factor of two is a count of bonds: four work in the longitudinal motion and two in the transverse one, each with the same weight $K/2$.

The values at X also follow from an energy argument. Freeze the pattern in which the planes are displaced by $\pm u$. Each atom owns $12/2=6$ bonds, of which two lie in the plane and four join adjacent planes. Across an interplanar bond the relative displacement has size $2u$. An active bond changes its length by $2u/\sqrt2$ and stores $\tfrac12K(2u^2)=Ku^2$. The energy per atom is thus $4Ku^2$ for the longitudinal pattern and $2Ku^2$ for the transverse one. Since the pattern is a normal mode, $u$ is a single oscillator coordinate with kinetic energy $\tfrac12M\dot u^2$ per atom. A potential energy $cu^2$ then gives $M\ddot u=-2cu$ and $\omega^2=2c/M$, that is $8K/M$ and $4K/M$. Reversing $u$ is the same as shifting the pattern by the lattice vector $(a/2)(1,1,0)$, so the exact energy is even in $u$ and its first anharmonic correction is of order $(u/a)^2$ relative to the harmonic energy.

\subsection*{Long waves}

For $ka\ll1$, $\sin(ka/4)\simeq ka/4$ and $\omega=vk$ to leading order, with
\begin{equation}
v_L=\frac a4\sqrt{\frac{8K}{M}}=a\sqrt{\frac{K}{2M}},\qquad
v_T=\frac a4\sqrt{\frac{4K}{M}}=\frac a2\sqrt{\frac KM}.
\label{eq:v}
\end{equation}
These can be compared with a static calculation. The cube holds four atoms ($8\times\tfrac18$ corners and $6\times\tfrac12$ face centres), so the volume per atom is $a^3/4$ and the density is $\rho=4M/a^3$. Under the uniform stretch $u_x=\varepsilon x$ a bond has $\boldsymbol\delta=\varepsilon d\,n_x\hat{\mathbf x}$ and lengthens by $\varepsilon d\,n_x^2=\varepsilon d/2$ for the four interplanar bonds per atom. The energy per atom is $4\times\tfrac12K\varepsilon^2d^2/4=K\varepsilon^2a^2/4$, using $d^2=a^2/2$. Dividing by $a^3/4$ gives $K\varepsilon^2/a$, and the definition of $C_{11}$, energy density $\tfrac12C_{11}\varepsilon^2$, yields $C_{11}=2K/a$. Under the shear $u_y=\gamma x$ the change of length is $\gamma d\,n_xn_y=\pm\gamma d/2$ for two bonds per atom. The energy per atom is $2\times\tfrac12K\gamma^2d^2/4=K\gamma^2a^2/8$, the density is $K\gamma^2/(2a)=\tfrac12C_{44}\gamma^2$, and $C_{44}=K/a$. A long wave is locally such a strain, with Lagrangian density $\tfrac12\rho\dot u^2-\tfrac12C(\partial_xu)^2$ and wave equation $\rho\ddot u=C\partial_x^2u$, so $v^2=C/\rho$. This gives $(2K/a)(a^3/4M)=Ka^2/(2M)$ and $(K/a)(a^3/4M)=Ka^2/(4M)$, the squares of Eq.~\eqref{eq:v}.

\subsection*{When the result changes, and what your formula describes}

Suppose the crystal is held at a lattice constant where $l_0\ne d$, which requires an external stress. Then $K\mathbf n\mathbf n^T$ in Eq.~\eqref{eq:D} is replaced by the full $\Phi$ of Eq.~\eqref{eq:phi}. Over the eight bonds, $\sum(1-\mathbf n\mathbf n^T)=\mathrm{diag}(8,8,8)-\mathrm{diag}(4,2,2)=\mathrm{diag}(4,6,6)$. Multiplying by $2\sin^2(ka/4)$,
\begin{equation}
M\omega_L^2=(8K+8t)\sin^2\frac{ka}4,\qquad M\omega_T^2=(4K+12t)\sin^2\frac{ka}4 .
\end{equation}
For $l_0=0.95\,d$, $t=0.05K$ and the values at X are $8+8\times0.05=8.4$ and $4+12\times0.05=4.6$ in units of $K/M$, with ratio $8.4/4.6=1.826$. For $l_0=0$, $t=K$ and $\Phi=K\cdot1$, and both branches become $16K\sin^2(ka/4)$. Your equation is therefore the exact one for springs of zero rest length stretched to $d$, a different physical system from the one meant. Under compression $t$ is negative, and this transverse branch reaches zero frequency at $t=-K/3$. This is not the stability limit, because another direction fails earlier. For $\mathbf k$ along [110] and polarization $(1,-1,0)/\sqrt2$, the same sum over bonds gives $M\omega^2=(2K+6t)(1-\cos q)+2t(1-\cos2q)$ with $q=|\mathbf k|a/(2\sqrt2)$. For small $q$ this is $(K+7t)q^2$, which is already negative for $t<-K/7$.

Unstressed central springs $K_2$ to the second neighbours at $(\pm a,0,0)$, $(0,\pm a,0)$, $(0,0,\pm a)$ change the shape of the longitudinal curve but leave X alone. Only the pair $(\pm a,0,0)$ has $\mathbf k\cdot\mathbf R\neq0$; its projector is $\mathrm{diag}(1,0,0)$, so it adds $2K_2(1-\cos ka)/M$ to $\omega_L^2$ and nothing to $\omega_T^2$. At X, $ka=2\pi$ and the addition vanishes, because planes $p$ and $p\pm2$ move together. This case is derived only and is not part of the numerical tests.

Two features survive any change of the harmonic force constants that respects the fcc symmetry. The transverse pair stays degenerate, because a rotation by a quarter turn about $x$ leaves $\mathbf k$ and the lattice unchanged and turns $\hat{\mathbf y}$ into $\hat{\mathbf z}$. A smooth branch stays flat along $x$ at X, because $\omega(\mathbf k)=\omega(-\mathbf k)$ and $\omega(\mathbf k+\mathbf G_0)=\omega(\mathbf k)$ combine to $\omega(\mathbf k_X+\mathbf q)=\omega(-\mathbf k_X-\mathbf q)=\omega(\mathbf k_X-\mathbf q)$. The ratio of two has no such protection and belongs to this model.

\subsection*{Numerical check and a worked example}

The numerical check, with its output, tests these statements from the definition of the model. It builds a periodic block of 128 atoms with 768 bonds and 16 planes, keeps the full nonlinear spring energy, and obtains the force constants by finite differences. It asserts that the whole spectrum agrees with Eq.~\eqref{eq:D} and that the rigid-plane part agrees with Eq.~\eqref{eq:disp}. The squared frequencies from the block, in units of $K/M$, are

\begin{center}
\begin{tabular}{ccc}
$k/(2\pi/a)$ & $\omega_L^2$ & $\omega_T^2$\\
0.25 & 1.1716 & 0.5858\\
0.50 & 4.0000 & 2.0000\\
0.75 & 6.8284 & 3.4142\\
1.00 & 8.0000 & 4.0000
\end{tabular}
\end{center}

Integrating Newton's equations from a small frozen X pattern and timing a quarter period gives $8.00000$ and $4.00000$. The bond-counting argument is tested by cutting springs. Removing the in-plane bonds leaves the rigid-plane force constants unchanged. Keeping only the bonds that lie in $xy$ planes gives $4.0000$, $4.0000$ and $0.0000$ at X for the $x$, $y$ and $z$ polarizations: the longitudinal mode loses half of its active bonds, the $y$ mode none and the $z$ mode all. The bond matrix $\Phi$, the constants $\kappa_L$ and $\kappa_T$, the frozen energies, the position of X on the zone face, the flat slope there, the elastic constants, the sound velocities and the stressed values at X for $l_0=0.95\,d$ are asserted as well.

For orders of magnitude take the round model values $K=20$ N/m, $M=60$ u and $a=4.0$ \AA, which stand for no particular material. Extra digits are kept only so that the arithmetic can be followed. The mass is $9.9632\times10^{-26}$ kg, the bond length is $d=4.0/1.4142=2.8284$ \AA, and $k_X=2\pi/4.0=1.5708$ \AA$^{-1}$. Then
\begin{align}
\frac KM&=\frac{20}{9.9632\times10^{-26}}=2.0074\times10^{26}\ {\rm s^{-2}},\qquad \sqrt{K/M}=1.4168\times10^{13}\ {\rm rad/s},\nonumber\\
\omega_L^2(X)&=8\times2.0074\times10^{26}=1.6059\times10^{27}\ {\rm s^{-2}},\qquad \omega_L=4.0074\times10^{13}\ {\rm rad/s},\nonumber\\
\omega_T^2(X)&=4\times2.0074\times10^{26}=8.03\times10^{26}\ {\rm s^{-2}},\qquad \omega_T=2.8336\times10^{13}\ {\rm rad/s}.\nonumber
\end{align}
Dividing by $2\pi$, the frequencies at X are $\nu_L=6.38$ THz and $\nu_T=4.51$ THz, in the ratio $1.4142=\sqrt2$. Halfway, at $k=\pi/a$, both angular frequencies are reduced by $\sin(\pi/4)=1/\sqrt2$, to $2.8336\times10^{13}$ and $2.0037\times10^{13}$ rad/s. The longitudinal value there equals the transverse value at X because $8\times\tfrac12=4$.

The density is $4\times9.9632\times10^{-26}/(4.0\times10^{-10})^3=6227$ kg/m$^3$. The sound velocities are $v_L=4.0\times10^{-10}\times1.4168\times10^{13}/1.4142=4007$ m/s and $v_T=4.0\times10^{-10}\times1.4168\times10^{13}/2=2834$ m/s. Their digits repeat those of $\omega_L(X)$ and $\omega_T(X)$ because $v=(a/4)\,\omega(X)$ by Eq.~\eqref{eq:v} and the chosen $a/4$ is a power of ten in metres. The elastic constants are $C_{11}=2\times20/(4.0\times10^{-10})$ Pa $=100$ GPa and $C_{44}=20/(4.0\times10^{-10})$ Pa $=50$ GPa.

\section*{Computed results}
\begin{verbatim}
supercell: 128 atoms, 768 bonds, 16 (100) planes
k/(2pi/a) = 0.25: omega_L^2 = 1.1716 K/M, omega_T^2 = 0.5858 K/M
k/(2pi/a) = 0.50: omega_L^2 = 4.0000 K/M, omega_T^2 = 2.0000 K/M
k/(2pi/a) = 0.75: omega_L^2 = 6.8284 K/M, omega_T^2 = 3.4142 K/M
k/(2pi/a) = 1.00: omega_L^2 = 8.0000 K/M, omega_T^2 = 4.0000 K/M
X, Hessian: omega_L^2 = 8.00000 K/M, omega_T^2 = 4.00000 K/M
X, integrated motion: omega_L^2 = 8.00000 K/M, omega_T^2 = 4.00000 K/M
X, frozen energy per atom: L 4.00000 K u^2, T 2.00000 K u^2
interplanar constants: kappa_L = 2.00000 K, kappa_T = 1.00000 K
X, xy bonds only: x 4.0000, y 4.0000, z 0.0000 K/M
strain energy: C11 = 2.00000 K/a, C44 = 1.00000 K/a
stressed, l0/d = 0.95, t = 0.05 K: omega_L^2 = 8.4000 K/M, omega_T^2 = 4.6000 K/M, ratio = 1.8261
model: K = 20.0 N/m, a = 4.0 angstrom, M = 60.0 u = 9.9632e-26 kg
d = 2.8284 angstrom, k_X = 1.5708 1/angstrom
K/M = 2.0074e+26 s^-2, sqrt(K/M) = 1.4168e+13 rad/s
X: omega_L^2 = 1.6059e+27 s^-2, omega_T^2 = 8.0295e+26 s^-2
X: omega_L = 4.0074e+13 rad/s, nu_L = 6.378 THz
X: omega_T = 2.8336e+13 rad/s, nu_T = 4.510 THz
X: omega_L/omega_T = 1.4142
k = pi/a: omega_L = 2.8336e+13 rad/s, omega_T = 2.0037e+13 rad/s
density = 6227.0 kg/m^3
v_L = 4007.4 m/s, v_T = 2833.6 m/s
C11 = 100.00 GPa, C44 = 50.00 GPa
\end{verbatim}
